# The Retained Oxide Plateau in Cyclic Oxidation with Quadratic Spalling

## 1. The situation

A hot alloy component protects itself by growing an oxide scale. The thicker the scale, the more slowly it grows, because the reacting species must diffuse through it. If the component is heated and cooled repeatedly, each cooling strains the scale, since metal and oxide contract by different amounts, and some oxide may break away. The next hot period then starts from a thinner scale, which grows faster.

Growth slows as the scale thickens, while spalling removes more from a thicker scale. Two questions follow: at what oxide mass do the two balance, and what does that balance cost in metal?

## 2. Model and conventions

Let \(W\) be the mass of **oxide** per unit area. Isothermal growth from bare metal is parabolic,

\[
W^2=kt ,
\]

so \(k\) is a parabolic constant in oxide mass. A balance that records the mass gain of a non-spalling specimen measures oxygen alone. If \(f\) is the oxygen mass fraction of the oxide, the gain is \(W_{\rm O}=fW\), and \(W_{\rm O}^2=f^2kt\). A constant \(k_{\rm O}\) measured as oxygen gain must therefore be converted by \(k=k_{\rm O}/f^2\).

Each cycle has a hot time \(T\). Let \(P\) be the oxide mass just before cooling and \(R\) the mass retained just after it. The model assumes:

1. The scale has uniform thickness, also after spalling.
2. The growth rate depends on the present oxide mass alone.
3. Each cooling removes the mass \(QP^2\), with constant \(Q\). This is an empirical law, not derived here from fracture mechanics. The spalled fraction is \(QP\).
4. \(k\) and \(Q\) do not change with time, and spalled oxide leaves the specimen.

## 3. One cycle

Differentiating \(W^2=kt\) gives \(2W\,dW/dt=k\), or

\[
\frac{dW}{dt}=\frac{k}{2W}.
\]

By assumption 2 this rate also holds for a partly spalled scale. Since it is the same as \(d(W^2)/dt=k\), integration over a hot period that starts from \(R_n\) gives

\[
P_n^2=R_n^2+kT .
\]

Cooling then leaves

\[
R_{n+1}=P_n-QP_n^2 .
\]

These two equations are the whole model.

## 4. The plateau for small growth per cycle

In a steady state the growth \(P-R\) equals the spall \(QP^2\). From \(P^2-R^2=(P-R)(P+R)=kT\),

\[
P-R=\frac{kT}{P+R}.
\]

If the growth per cycle is small compared with the scale, \(P\) and \(R\) are both close to a common value \(W\), and \(P+R\approx 2W\). The balance becomes

\[
\frac{kT}{2W}=QW^2
\quad\Longrightarrow\quad
\boxed{\,W_*=\left(\frac{kT}{2Q}\right)^{1/3}}
\]

The factor 2 comes from the growth rate \(k/(2W)\).

The condition for using this result can be written with one number,

\[
m\equiv QW_* .
\]

Because \(kT=2QW_*^3\), we have \(kT/W_*^2=2QW_*=2m\). The relative growth per cycle, \(kT/(2W_*^2)\), is therefore \(m\), the same as the spalled fraction. Small growth and small fractional spall are one condition, \(m\ll1\).

## 5. The steady state without the approximation

To find the error of the boxed formula, insert \(R=P(1-QP)\) into \(P^2-R^2=kT\):

\[
P^2\left[1-(1-QP)^2\right]=2QP^3-Q^2P^4=kT .
\]

With the spalled fraction \(s=QP\), multiplication by \(Q^2/2\) gives

\[
s^3\left(1-\frac{s}{2}\right)=\frac{Q^2kT}{2}=m^3 .
\]

The last equality follows from \(m^3=Q^3W_*^3=Q^3kT/(2Q)\). The left side has derivative \(3s^2-2s^3=s^2(3-2s)\), which is positive for \(0<s<1\), and it rises from 0 to \(1/2\). There is thus one steady state with \(0<s<1\) if \(Q^2kT<1\). If \(Q^2kT\ge1\), the first hot period already gives \(P=\sqrt{kT}\ge1/Q\), so \(QP^2\ge P\): the spall law asks for all the oxide or more, and the model has left its range.

For small \(m\), solve for \(s\) by taking the cube root:

\[
s=m\left(1-\frac{s}{2}\right)^{-1/3}
=m\left(1+\frac{s}{6}+\dots\right)
=m\left(1+\frac{m}{6}+\dots\right).
\]

Dividing by \(Q\), and then using \(R=P(1-s)\), we obtain

\[
P=W_*\left(1+\frac m6+\dots\right),
\]
\[
R=W_*\left(1+\frac m6\right)(1-m)+\dots
=W_*\left(1-\frac{5m}{6}+\dots\right).
\]

The simple formula lies between the two masses, closer to the one before cooling.

With stronger spalling the distinction matters. Following the cycles one by one until they settle gives these ratios:

| \(Q^2kT\) | \(P/W_*\) | \(R/W_*\) |
|---|---|---|
| 0.0001 | 1.006 | 0.969 |
| 0.01 | 1.031 | 0.849 |
| 0.1 | 1.076 | 0.650 |
| 0.5 | 1.165 | 0.310 |

At \(Q^2kT=0.01\) the retained mass is already 15 % below \(W_*\), although the mass before cooling is within about 3 % of it.

## 6. Why the scale settles there

Write one full cycle as \(R_{n+1}=F(R_n)\), where \(F(R)=P-QP^2\) and \(P=\sqrt{R^2+kT}\). Since \(dP/dR=R/P\),

\[
F'(R)=(1-2QP)\frac{R}{P}.
\]

At the steady state \(R/P=1-s\), so a small deviation is multiplied in each cycle by

\[
\lambda=(1-2s)(1-s)=1-3s+2s^2 .
\]

This has its minimum at \(s=3/4\), where \(\lambda=-1/8\), and it is below 1 for \(0<s<1\). Hence \(|\lambda|<1\), and small deviations die out.

For \(m\ll1\), \(\lambda\approx1-3m\), so deviations decay as \(e^{-3mn}\), with a decay length of \(1/(3m)\) cycles. The 3 has a plain origin. If the scale is too thick by \(\delta\), growth per cycle falls by \((kT/2W_*^2)\delta=m\delta\), and spall rises by \(2QW_*\delta=2m\delta\). Both changes restore the balance.

From bare metal the approach has no overshoot if the steady state has \(s<1/2\). Then \(F\) increases with \(R\) all the way up to the steady value \(R_s\), so \(R<R_s\) implies \(F(R)<F(R_s)=R_s\). Also \(F(0)=\sqrt{kT}\,(1-Q\sqrt{kT})>0\), and there is no other steady state, so \(F(R)>R\) below \(R_s\). The retained mass rises in every cycle and stays below \(R_s\). The limit \(s=1/2\) corresponds to \(Q^2kT=2\cdot\frac18\cdot\frac34=\frac{3}{16}\). Beyond it \(\lambda<0\), and small deviations alternate in sign. Direct iteration agrees: at \(Q^2kT=0.18\) the retained mass rises steadily, while at 0.30 it exceeds its final value on the way.

## 7. How long the approach takes

Squaring the retained mass after one cycle gives

\[
R_{n+1}^2=P_n^2-2QP_n^3+Q^2P_n^4
=R_n^2+kT-2QP_n^3+Q^2P_n^4 .
\]

For \(m\ll1\) the last term is smaller than the one before it by the factor \(QP_n/2\), and can be dropped. We may also replace \(P_n\) by \(W\) in the spall term: when the scale is so thin that the two differ much, that term is negligible beside \(kT\). As the change per cycle is small on the scale of \(W_*^2\), \(n\) can be treated as continuous:

\[
\frac{d(W^2)}{dn}=kT-2QW^3 .
\]

Set \(W=W_*u\) and \(x=mn\). The left side is \(2mW_*^2\,u\,du/dx\). The right side is \(kT(1-u^3)=2mW_*^2(1-u^3)\). Therefore

\[
u\frac{du}{dx}=1-u^3,\qquad
x=\int_0^u\frac{v\,dv}{1-v^3}.
\]

To integrate, use \(3v=(1+v+v^2)-(1-v)^2\) and \(1-v^3=(1-v)(1+v+v^2)\):

\[
\frac{v}{1-v^3}=\frac13\left[\frac1{1-v}-\frac{1-v}{1+v+v^2}\right].
\]

In the second term write \(1-v=\frac32-\frac12(2v+1)\). The part with \(2v+1\), the derivative of the denominator, gives a logarithm. The constant part gives an arctangent, because \(1+v+v^2=(v+\frac12)^2+\frac34\) and so

\[
\int\frac{dv}{1+v+v^2}=\frac{2}{\sqrt3}\arctan\frac{2v+1}{\sqrt3}.
\]

With \(\arctan(1/\sqrt3)=\pi/6\) at the lower limit,

\[
x=-\frac{\ln(1-u)}3+\frac{\ln(1+u+u^2)}6
-\frac1{\sqrt3}\left[\arctan\frac{2u+1}{\sqrt3}-\frac{\pi}{6}\right].
\]

Two limits show its meaning. For small \(u\) the integral is \(x\approx u^2/2\), hence \(W^2=2mnW_*^2=kTn\): early on the scale grows as if it had never been cooled. Near \(u=1\) the first logarithm dominates and \(1-u\propto e^{-3x}\), the decay found in section 6.

## 8. A steady scale means steady metal loss

In one cycle the specimen takes up oxygen of mass \(f(P_n-R_n)\) and loses oxide of mass \(QP_n^2\). Its mass changes by

\[
\Delta M_n=f(P_n-R_n)-QP_n^2 .
\]

On the plateau \(P-R=QP^2\), so

\[
\Delta M=-(1-f)QP^2\approx-(1-f)QW_*^2 .
\]

This is the metal contained in the oxide that is lost and replaced. The retained oxide is constant, but the metal is consumed at a constant rate.

For \(m\ll1\), a specimen starting from bare metal first gains mass, because the oxygen taken up exceeds the oxide lost. The gain stops when \(fkT/(2W)=QW^2\), or \(W^3=f\,kT/(2Q)\):

\[
W_{\max\,\rm gain}=f^{1/3}W_* .
\]

The specimen thus begins to lose mass before its scale has reached the plateau.

The spall per cycle is \(QW_*^2=Q^{1/3}(kT/2)^{2/3}\). At fixed \(k\) and \(Q\), lengthening the hot time gives \(W_*\propto T^{1/3}\), while the spall per hot hour, \(QW_*^2/T\), varies as \(T^{-1/3}\). As long as \(m\ll1\), longer cycles leave a thicker scale and waste less metal per hot hour, provided that \(Q\) does not itself change with cycle length. The weak power \(Q^{1/3}\) also has a simple reason: a more adherent scale becomes thicker, and a thicker scale sheds more for a given \(Q\).

## 9. Worked example: alumina on nickel aluminide

Take one-hour cycles near 1423 K, with \(k=0.04\ \mathrm{mg^2/cm^4/h}\) and \(Q=0.002\ \mathrm{cm^2/mg}\). For alumina \(f=0.4707\), so this \(k\) corresponds to an oxygen-gain constant of \(0.0089\ \mathrm{mg^2/cm^4/h}\).

**Plateau.**

\[
W_*=\left(\frac{0.04\times1}{2\times0.002}\right)^{1/3}
=10^{1/3}=2.154\ \mathrm{mg/cm^2}.
\]

With an oxide density of \(3.95\ \mathrm{g/cm^3}\) this is a scale 5.45 µm thick (5.40 µm for fully dense alumina, \(3.99\ \mathrm{g/cm^3}\)). Here \(m=0.002\times2.154=0.0043\), so the small-growth condition is well met. The corrections of section 5 predict \(P=2.1560\) and \(R=2.1467\ \mathrm{mg/cm^2}\), and iteration of the cycles gives the same values.

**Approach.** Isothermal growth would reach \(W_*\) in \(W_*^2/k=116\) h. With spalling, 90 % of \(W_*\) requires \(x=0.6489\), or \(0.6489/m\approx151\) cycles; counting cycles gives 152.5. The final decay takes 77 cycles per factor \(e\).

**Specimen mass.** The spall per cycle is \(0.002\times2.154^2=0.0093\ \mathrm{mg/cm^2}\), and the specimen loses \(0.5293\times0.0093=0.0049\ \mathrm{mg/cm^2}\) per cycle. The largest gain, \(0.64\ \mathrm{mg/cm^2}\), comes at cycle 89. Just before the cooling of that cycle the oxide mass is \(1.68\ \mathrm{mg/cm^2}\), in agreement with \(f^{1/3}W_*\) to within the change of one cycle. From cycle 291 the specimen weighs less than at the start.

**Longer cycles.** With 8 h cycles and the same \(k\) and \(Q\), the retained mass is \(4.28\ \mathrm{mg/cm^2}\), close to twice the former value. The spall per hot hour falls from 0.0093 to \(0.0047\ \mathrm{mg/cm^2}\), the expected factor \(8^{-1/3}=1/2\).

## 10. What the model leaves out

**Patchy spalling.** Suppose that each cooling strips randomly chosen patches to bare metal, with total loss still \(Q\bar W^2\), where \(\bar W\) is the mean mass before cooling. If the stripped area fraction is \(\varphi\), the loss is \(\varphi\bar W\), so \(\varphi=Q\bar W\). In the steady state the area that has grown for \(j\) hot periods is \(\varphi(1-\varphi)^{j-1}\), and its oxide mass is \(\sqrt{kTj}\). For small \(\varphi\) the sum over \(j\) becomes an integral:

\[
\bar W\approx\sqrt{kT}\int_0^\infty\varphi e^{-\varphi j}\sqrt{j}\,dj
=\frac{\sqrt\pi}{2}\sqrt{\frac{kT}{\varphi}} .
\]

Squaring and inserting \(\varphi=Q\bar W\) gives

\[
\bar W=\left(\frac{\pi kT}{4Q}\right)^{1/3}
=\left(\frac{\pi}{2}\right)^{1/3}W_* .
\]

The scaling survives, but the plateau is higher. The reason is that the growth rate varies as \(1/W\), a convex function: a mixture of thin and thick patches grows faster on average than a uniform scale of the same mean mass. Following the patch ages cycle by cycle for the example gives \(2.51\ \mathrm{mg/cm^2}\), 16 % above the uniform scale before cooling. The cost in metal rises more: the loss \(Q\bar W^2\) is \((\pi/2)^{2/3}\approx1.35\) times that of the uniform scale. The 16 % belongs to stripping that ignores local thickness. If each patch is instead stripped with probability \(Q\) times its own mass, the mean mass is only about 7 % above the uniform value, while the loss is about 37 % higher.

**Other spall laws.** If the loss is \(QW^{1+a}\), the balance \(kT/(2W)=QW^{1+a}\) gives \(W^{2+a}=kT/(2Q)\). Keep the loss at \(W=1\ \mathrm{mg/cm^2}\) fixed. Then \(a=0.5\) gives a retained mass of \(2.51\ \mathrm{mg/cm^2}\) (+17 %), and \(a=1.5\) gives \(1.92\ \mathrm{mg/cm^2}\) (−10 %), relative to the quadratic law. These sizes are set by the matching point: matching at \(0.5\ \mathrm{mg/cm^2}\) gives +34 % and −19 %, and matching at \(W_*\) gives almost no shift.

**Other growth laws.** For cubic growth \(W^3=ct\), the rate is \(c/(3W^2)\), and \(cT/(3W^2)=QW^2\) gives \(W^4=cT/(3Q)\). Choosing \(c\) to match the parabolic mass after 100 h of isothermal growth gives a retained mass of \(1.91\ \mathrm{mg/cm^2}\), 11 % lower. Since \(c=k^{3/2}t^{1/2}\) for a matching time \(t\), this plateau varies as \(t^{1/8}\): matching after 10 h gives \(1.43\ \mathrm{mg/cm^2}\), 33 % lower, and matching after 300 h gives 2 % higher.

**Temperature.** With an activation energy of 4 eV for \(k\), taken as a rough value, a furnace 10 K hotter raises \(k\) by a factor of about 1.3. At fixed \(Q\) the cube root reduces this to a plateau about 8 % higher.

**Aluminium supply.** A 2 mm coupon oxidizing on both faces, with alloy density \(5.9\ \mathrm{g/cm^3}\), holds about \(186\ \mathrm{mg/cm^2}\) of aluminium per face. The first 1000 cycles consume \(5.6\ \mathrm{mg/cm^2}\), or 3 %. Only part of the stock can be drawn before the alloy leaves the NiAl phase. If, for instance, the alloy may fall to 40 at.% aluminium, one third of the stock is usable, about \(62\ \mathrm{mg/cm^2}\), and the share consumed is 9 %. Constant \(k\) is still plausible over these cycles as far as the total supply is concerned, though this estimate says nothing about depletion close to the surface. A thin section or an alloy poor in aluminium has less in reserve.

**The real case.** The values of \(k\) and \(Q\) are round numbers of a rough typical size for an adherent alumina scale in this temperature range, not data for a particular alloy. \(Q\) is the less certain of the two, since adherence depends strongly on minor alloying elements and impurities. A real scale may spall in patches, which breaks the uniform-thickness assumption; in the random-patch model this moves the plateau by the 16 % found above. The shifts found for other spall and growth laws depend on where the laws are matched, so they are examples and not bounds. A factor of 10 in \(Q\) alone moves the plateau by \(10^{1/3}\approx2.2\). The changes may also act together; their combined effect is not computed here.

## Table of computed values

```
k, oxide mass: 0.040 mg^2/cm^4/h
k, as oxygen gain: 0.00886 mg^2/cm^4/h
Hot time per cycle T: 1.0 h
Spall constant Q: 0.0020 cm^2/mg
Oxygen mass fraction f: 0.4707
Oxide density: 3.95 g/cm^3
Q^2 k T: 1.60e-07
Plateau formula W*: 2.1544 mg/cm^2
Plateau thickness: 5.45 um
m = Q W*: 0.00431
k T / W*^2: 0.00862
Iterated mass before cooling: 2.1560 mg/cm^2
Iterated mass after cooling: 2.1467 mg/cm^2
Fitted peak coefficient of m: 0.1668
Fitted retained coefficient of m: -0.8338
Q^2kT, before/W*, after/W*:
  0.0001  1.0063  0.9690
  0.0100  1.0312  0.8494
  0.1000  1.0764  0.6496
  0.5000  1.1645  0.3102
  0.9500  1.2496  0.0313
Isothermal time to grow W*: 116.0 h
Final decay 1/(3m): 77.4 cycles
Scaled time to 90 percent: 0.6489
Cycles to 90 percent, formula: 150.6
Cycles to 90 percent, counted: 152.5
Spall per cycle, Q W*^2: 0.00928 mg/cm^2
Spall per cycle, iterated: 0.00930 mg/cm^2
Specimen slope, formula: -0.00491 mg/cm^2/cycle
Specimen slope, iterated: -0.00492 mg/cm^2/cycle
Largest specimen gain: 0.638 mg/cm^2
Cycle of largest gain: 89
Oxide mass there: 1.675 mg/cm^2
f^(1/3) W*: 1.676 mg/cm^2
First cycle with net loss: 291
Retained mass, 8 h cycles: 4.278 mg/cm^2
Spall rate, 1 h cycles: 0.00930 mg/cm^2/h
Spall rate, 8 h cycles: 0.00465 mg/cm^2/h
Patchy spalling, mean before cooling: 2.506 mg/cm^2
  change: +16.3 %
Spall power 1.5: 2.506 mg/cm^2, +16.7 %
Spall power 2.5: 1.922 mg/cm^2, -10.5 %
Cubic growth matched at 100 h: 1.905 mg/cm^2
  change: -11.2 %
Use temperature: 1423 K
Activation energy of k: 4.0 eV
k ratio for +10 K: 1.256
Plateau change for +10 K: +7.9 %
Coupon: 2.0 mm, density 5.9 g/cm^3
Al used in 1000 cycles: 5.61 mg/cm^2
Al stock per face: 185.8 mg/cm^2
Share of Al used: 3.02 %
```
